# Which Bloch correction belongs to Bohr's stopping logarithm: test program

```python
"""Which correction belongs to which stopping logarithm?
Result under test (atomic units, eta = Z1/v, g = Euler's constant):
  L = ln(2 v^2/w)              + [-g - Re psi(1 + i eta)]       Bethe + Bloch
    = ln(2 exp(-g) v^3/(Z1 w)) + [ln eta - Re psi(1 + i eta)]   Bohr + inverse Bloch
Z1: ion charge, v: ion speed, w: oscillator frequency of the target electron,
L: stopping number, loss per path S = 4 pi Z1^2 n L / v^2, n: electron density.
The wrong pairing, Bohr + Bloch, is off by -g - ln eta.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import (digamma, exp1, gammaincc, kv, loggamma,
                           spherical_jn, spherical_yn, zeta)

g = np.euler_gamma


def bloch(eta):
    return -g - digamma(1 + 1j * eta).real


def inverse_bloch(eta):
    return np.log(eta) - digamma(1 + 1j * eta).real


# ---- Coulomb phase shifts: partial-wave sum against the digamma function
n = np.arange(1, 20001)
for eta in (0.3, 1.0, 5.0):
    phase = loggamma(np.arange(1, 20002) + 1j * eta).imag
    wave_sum = np.sum(n * np.sin(phase[1:] - phase[:-1])**2) / eta**2
    assert abs(wave_sum - np.log(n[-1] + 0.5)
               + digamma(1 + 1j * eta).real) < 1e-5

# ---- limiting forms of the two corrections
assert abs(bloch(0.05) / (-zeta(3) * 0.05**2) - 1) < 0.01
assert abs(inverse_bloch(10.0) / (-1 / (12 * 10.0**2)) - 1) < 0.01


# ---- Yukawa force of range a (unit wave number): quantum and classical
def quantum_yukawa(etas, a):
    """Stopping numbers from numerical phase shifts; eta > 0 is attraction."""
    h = 0.02
    last = int(14 * a / h)
    ell = np.arange(8 * a + 2)
    centrifugal = ell * (ell + 1.0)
    strength = etas[:, None]

    def numerov_t(k):
        r = k * h
        return (centrifugal / k**2
                - h * h * (1 + 2 * strength * np.exp(-r / a) / r)) / 12

    # inv = F(k-1)/F(k); the s and p waves have finite F at the origin
    inv = np.zeros((len(etas), len(ell)))
    inv[:, 0] = etas * h / 6
    inv[:, 1] = -0.2
    for k in range(1, last):
        t = numerov_t(k)
        if k <= len(ell):
            # deep under the centrifugal barrier the wave is set to zero
            t = np.minimum(t, 0.5)
            new = 1 / ((2 + 10 * t) / (1 - t) - inv)
            inv = np.where(centrifugal > 4 * k * k, 0.0, new)
        else:
            inv = 1 / ((2 + 10 * t) / (1 - t) - inv)
    ratio = (1 - numerov_t(last - 1)) / (1 - numerov_t(last)) / inv
    r1, r2 = (last - 1) * h, last * h
    j1, j2 = r1 * spherical_jn(ell, r1), r2 * spherical_jn(ell, r2)
    y1, y2 = r1 * spherical_yn(ell, r1), r2 * spherical_yn(ell, r2)
    delta = np.arctan((j2 - ratio * j1) / (y2 - ratio * y1))
    step = delta[:, :-1] - delta[:, 1:]
    return np.sum((ell[:-1] + 1) * np.sin(step)**2, axis=1) / etas**2


def classical_yukawa(eta, a):
    """Stopping number from classical deflection angles."""
    log_j = np.linspace(np.log(1e-3), np.log(10 * a), 400)
    ang = np.exp(log_j)
    low, high = np.zeros_like(ang), ang + 2 * abs(eta) + 1
    for _ in range(100):
        mid = (low + high) / 2
        above = mid**2 + 2 * eta * mid * np.exp(-mid / a) > ang**2
        high = np.where(above, mid, high)
        low = np.where(above, low, mid)
    r0 = ((low + high) / 2)[:, None]
    node, weight = np.polynomial.legendre.leggauss(300)
    phi = (node + 1) * np.pi / 4
    w = np.cos(phi)
    radial = (1 + 2 * eta * w / r0 * np.exp(-r0 / (a * w))
              - (ang[:, None] * w / r0)**2)
    integrand = ang[:, None] / r0 * np.sin(phi) / np.sqrt(radial)
    theta = 2 * (integrand @ weight) * np.pi / 4 - np.pi
    return trapezoid(ang**2 * np.sin(theta / 2)**2, log_j) / eta**2


reach = 60
eta_test = np.array([0.3, 1.0, 2.0])
both = quantum_yukawa(np.concatenate([eta_test, -eta_test]), reach)
quantum = (both[:3] + both[3:]) / 2
classical = np.array([(classical_yukawa(e, reach)
                       + classical_yukawa(-e, reach)) / 2 for e in eta_test])
# first Born approximation: momentum transfer q from 0 to 2
born = quad(lambda q: q**3 / (q * q + reach**-2)**2, 0, 2,
            points=[1 / reach, 0.1], limit=200)[0]
print("Yukawa test, range times wave number =", reach, "(no unit)")
print("eta | quantum-classical, inverse Bloch | quantum-Born, Bloch")
for e, lq, lc in zip(eta_test, quantum, classical):
    print(f"{e:.1f} | {lq-lc:.4f}, {inverse_bloch(e):.4f}"
          f" | {lq-born:.4f}, {bloch(e):.4f}")
    # finite range leaves even terms of order (eta/range)^2 times a logarithm
    assert abs(lq - lc - inverse_bloch(e)) < 0.01
    assert abs(lq - born - bloch(e)) < 0.03
    assert abs(lq - lc - bloch(e)) > 0.5      # the wrong pairing fails

# ---- dipole energy transfer (v = w = 1) from the time integral of the force
p = 0.7
across = 2 * quad(lambda t: p / (p * p + t * t)**1.5, 0, np.inf,
                  weight='cos', wvar=1.0)[0]
along = 2 * quad(lambda t: t / (p * p + t * t)**1.5, 0, np.inf,
                 weight='sin', wvar=1.0)[0]
assert abs((across**2 + along**2) / 2
           - 2 * (kv(0, p)**2 + kv(1, p)**2)) < 1e-5
# the logarithm holds up to a term of order x0^2 ln(x0)^2
x0 = 0.001
distant = quad(lambda x: x * (kv(0, x)**2 + kv(1, x)**2), x0, 1,
               limit=200)[0]
distant += quad(lambda x: x * (kv(0, x)**2 + kv(1, x)**2), 1, 40)[0]
assert abs(distant - x0 * kv(0, x0) * kv(1, x0)) < 1e-6
assert abs(distant - np.log(2 * np.exp(-g) / x0)) < 1e-4

# ---- mean energy of a driven quantum oscillator equals the classical energy
levels = np.arange(35)
lower = np.diag(np.sqrt(levels[1:]), 1)
position = (lower + lower.T) / np.sqrt(2)
start = np.zeros(35, complex)
start[0] = 1
state = solve_ivp(lambda t, c: -1j * (levels * c
                  - np.exp(-t * t) * (position @ c)),
                  (-6, 6), start, method='DOP853',
                  rtol=1e-10, atol=1e-12).y[:, -1]
quantum_gain = np.sum(levels * abs(state)**2)
pulse = quad(lambda t: np.exp(-t * t) * np.cos(t), -6, 6)[0]
assert abs(quantum_gain - pulse**2 / 2) < 1e-5


# ---- Bohr's logarithm from full trajectories of a bound classical electron
def trajectory_stopping(xi, sign):
    """xi = v^3/(Z1 w); units v = w = 1; sign +1 attraction, -1 repulsion."""
    charge, t_end = 1 / xi, 25.0
    log_p = np.arange(np.log(0.2 * charge), np.log(8.0), 0.3)
    value = []
    for b in np.exp(log_p):
        def motion(t, y):
            dx, dy = t - y[0], b - y[1]
            f = sign * charge / (dx * dx + dy * dy)**1.5
            return [y[2], y[3], f * dx - y[0], f * dy - y[1]]
        shift = sign * charge / (t_end**2 + b * b)**1.5
        run = solve_ivp(motion, (-t_end, t_end),
                        [-shift * t_end, shift * b, 0, 0],
                        method='DOP853', rtol=1e-8, atol=1e-11)
        assert run.success
        x, y, vx, vy = run.y[:, -1]
        gain = ((x - shift * t_end)**2 + (y - shift * b)**2
                + vx**2 + vy**2) / 2
        value.append(gain * b * b / (2 * charge**2))
    # inside the smallest impact parameter: free Rutherford scattering
    return trapezoid(value, log_p) + 0.5 * np.log(1 + 0.2**2)


xi_test = 400.0
bohr_orbit = (trajectory_stopping(xi_test, 1)
              + trajectory_stopping(xi_test, -1)) / 2
bohr_formula = np.log(2 * np.exp(-g) * xi_test)
print(f"Bohr test at v^3/(Z1 w) = {xi_test:.0f}: trajectories"
      f" {bohr_orbit:.4f}, formula {bohr_formula:.4f}")
assert abs(bohr_orbit - bohr_formula) < 0.03


# ---- Bethe's logarithm from the Born sum over oscillator levels
def born_oscillator(x):
    """x = 2 v^2/w, three-dimensional oscillator in its ground state."""
    m = np.arange(1, int(3 * x) + 80)
    return 0.5 * exp1(1 / x) + 0.5 * np.sum(gammaincc(m, (m + 1)**2 / x) / m)


for x in (100.0, 1000.0):
    print(f"Bethe test at 2v^2/w = {x:.0f}: level sum"
          f" {born_oscillator(x):.4f}, logarithm {np.log(x):.4f}")
    assert abs(born_oscillator(x) - np.log(x)) < 5 / x

print(f"Bohr = Bethe at eta = {np.exp(-g):.4f}")
for e in (0.1, 1.0, 10.0):
    print(f"eta {e:.1f}: Bloch {bloch(e):.4f}, inverse Bloch"
          f" {inverse_bloch(e):.4f}, wrong-pairing error {-g-np.log(e):.4f}")

# ---- worked example: two ions in silicon, rough material parameters
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr_radius = const.physical_constants['Bohr radius'][0] * 1e10
mass_unit = const.physical_constants[
    'atomic mass constant energy equivalent in MeV'][0]
mean_excitation, k_edge = 170.0, 1800.0       # eV, rough
atom_density, target_z = 0.050, 14            # per cubic angstrom, rough
print(f"Silicon (rough): I = {mean_excitation:.0f} eV, K edge ="
      f" {k_edge:.0f} eV, density = {atom_density:.3f} atoms/A^3")
w = mean_excitation / hartree
w_k = k_edge / hartree
w_outer = np.exp((target_z * np.log(w) - 2 * np.log(w_k)) / (target_z - 2))
for name, z1, mass_number, energy in (("iron", 26, 56, 560.0),
                                      ("boron", 5, 11, 10.0)):
    lorentz = 1 + energy / (mass_number * mass_unit)
    beta = np.sqrt(1 - lorentz**-2)
    v = beta / const.fine_structure
    eta = z1 / v
    xi = v**3 / (z1 * w)
    bethe = np.log(2 * v * v / w)
    bohr = np.log(2 * np.exp(-g) * xi)
    right = bohr + inverse_bloch(eta)
    wrong = bohr + bloch(eta)
    assert abs(right - bethe - bloch(eta)) < 1e-12
    scale = (4 * np.pi * z1**2 * atom_density * target_z * bohr_radius**3
             / v**2 * hartree / bohr_radius)
    barkas = (trajectory_stopping(xi, 1) - trajectory_stopping(xi, -1)) / 2
    shell = (2 * born_oscillator(2 * v * v / w_k) + (target_z - 2)
             * born_oscillator(2 * v * v / w_outer)) / target_z - bethe
    charge = z1 * (1 - np.exp(-v / z1**(2 / 3)))   # rough stripping rule
    print(f"{name}: Z1 = {z1}, A = {mass_number}, energy = {energy:.0f} MeV")
    print(f"  v = {v:.3f} a.u., eta = {eta:.4f}, v^3/(Z1 w) = {xi:.2f}")
    print(f"  L_Bethe = {bethe:.4f}, Bloch term = {bloch(eta):.4f}")
    print(f"  L_Bohr = {bohr:.4f}, inverse-Bloch = {inverse_bloch(eta):.4f}")
    print(f"  correct L = {right:.4f}, wrong L = {wrong:.4f},"
          f" error = {wrong-right:.4f} ({100*(wrong/right-1):.1f} %)")
    print(f"  4 pi Z1^2 n/v^2 = {scale:.2f} eV/A")
    print(f"  stopping: correct {scale*right:.1f} eV/A"
          f" (= {10*scale*right:.0f} eV/nm), wrong {scale*wrong:.1f} eV/A")
    print(f"  neglected in L: Barkas {barkas:.3f} (classical oscillator),"
          f" shell {shell:.3f} (two-shell oscillator)")
    print(f"  rough mean charge = {charge:.1f}, (charge/Z1)^2 ="
          f" {(charge/z1)**2:.3f}, pairing error with it ="
          f" {-g-np.log(charge/v):.3f}")
    print(f"  relativity: beta^2 = {beta**2:.5f}, Z1 alpha beta ="
          f" {z1*const.fine_structure*beta:.5f}")
    if name == "iron":
        assert abs(wrong - right) > max(abs(barkas), abs(shell))

print("done: every assertion held")
```

It prints:

```
Yukawa test, range times wave number = 60 (no unit)
eta | quantum-classical, inverse Bloch | quantum-Born, Bloch
0.3 | -0.7273, -0.7272 | -0.0997, -0.1005
1.0 | -0.0947, -0.0947 | -0.6651, -0.6719
2.0 | -0.0215, -0.0214 | -1.2717, -1.2918
Bohr test at v^3/(Z1 w) = 400: trajectories 6.1060, formula 6.1074
Bethe test at 2v^2/w = 100: level sum 4.5738, logarithm 4.6052
Bethe test at 2v^2/w = 1000: level sum 6.9047, logarithm 6.9078
Bohr = Bethe at eta = 0.5615
eta 0.1: Bloch -0.0119, inverse Bloch -1.7373, wrong-pairing error 1.7254
eta 1.0: Bloch -0.6719, inverse Bloch -0.0947, wrong-pairing error -0.5772
eta 10.0: Bloch -2.8806, inverse Bloch -0.0008, wrong-pairing error -2.8798
Silicon (rough): I = 170 eV, K edge = 1800 eV, density = 0.050 atoms/A^3
iron: Z1 = 26, A = 56, energy = 560 MeV
  v = 19.920 a.u., eta = 1.3052, v^3/(Z1 w) = 48.66
  L_Bethe = 4.8444, Bloch term = -0.8965
  L_Bohr = 4.0008, inverse-Bloch = -0.0529
  correct L = 3.9479, wrong L = 3.1043, error = -0.8436 (-21.4 %)
  4 pi Z1^2 n/v^2 = 114.19 eV/A
  stopping: correct 450.8 eV/A (= 4508 eV/nm), wrong 354.5 eV/A
  neglected in L: Barkas 0.266 (classical oscillator), shell -0.064 (two-shell oscillator)
  rough mean charge = 23.3, (charge/Z1)^2 = 0.804, pairing error with it = -0.735
  relativity: beta^2 = 0.02113, Z1 alpha beta = 0.02758
boron: Z1 = 5, A = 11, energy = 10 MeV
  v = 6.050 a.u., eta = 0.8265, v^3/(Z1 w) = 7.09
  L_Bethe = 2.4611, Bloch term = -0.5289
  L_Bohr = 2.0744, inverse-Bloch = -0.1423
  correct L = 1.9321, wrong L = 1.5455, error = -0.3866 (-20.0 %)
  4 pi Z1^2 n/v^2 = 45.78 eV/A
  stopping: correct 88.5 eV/A (= 885 eV/nm), wrong 70.8 eV/A
  neglected in L: Barkas 0.721 (classical oscillator), shell -0.199 (two-shell oscillator)
  rough mean charge = 4.4, (charge/Z1)^2 = 0.763, pairing error with it = -0.252
  relativity: beta^2 = 0.00195, Z1 alpha beta = 0.00161
done: every assertion held
```
